# Intrinsic Barrier of Concerted Electron Transfer and Bond Breaking

**Q.** An electron trapped in a chlorinated resist film meets a carbon–chlorine bond. The bond breaks and chloride leaves. I am told that the barrier contains a quarter of the bond dissociation energy. Why should an electron pay for any of the bond, and why a quarter?

**A.** Take the reaction as one step,
\[
\mathrm{RX}+e^-\rightarrow \mathrm{R}^\bullet+\mathrm{X}^- ,
\]
with no intermediate radical anion. The electron is much faster than the nuclei, so it transfers where the states before and after transfer have equal free energy at the same nuclear positions. Reaching such a configuration costs free energy. Part of the cost is stretching the bond and part is rearranging the surroundings. The fraction follows once both costs are written down.

**Q.** Then write down the bond first. I will not accept a harmonic spring for a bond that breaks.

**A.** Let \(y\) be the stretch from the equilibrium length. Before transfer the bond is a Morse oscillator with well depth \(D\), measured from the bottom of the well, and range parameter \(\beta\):
\[
U_R(y)=D\left(1-e^{-\beta y}\right)^2
= D-2De^{-\beta y}+De^{-2\beta y}.
\]
The middle term is attractive and the last is repulsive. After transfer the extra electron occupies an antibonding orbital. Savéant's model assumes that the attraction is then lost and the repulsion is unchanged:
\[
U_P(y)=De^{-2\beta y}.
\]
This curve has no minimum and falls to zero at separation. The equality of the two repulsive terms is an assumption, not a theorem, and it can be relaxed later to see what it is worth.

**Q.** And the surroundings?

**A.** Assume linear response: the free energy is quadratic in a polarization coordinate \(P\), with the same stiffness \(K\) in both states. The equilibrium values are \(P_R\) and \(P_P\), so the costs are \(K(P-P_R)^2/2\) and \(K(P-P_P)^2/2\). Define
\[
X=\frac{P-P_R}{P_P-P_R},\qquad
\lambda_0=\frac K2(P_P-P_R)^2 .
\]
Since \(P-P_P=(X-1)(P_P-P_R)\), the costs become \(\lambda_0X^2\) and \(\lambda_0(1-X)^2\). Thus \(\lambda_0\) is the full reorganization energy: the cost of bringing the surroundings to product equilibrium while the solute is still the reactant. Reorganization of the electron donor can be included in it if that cost is also quadratic, with the same stiffness before and after transfer.

**Q.** You now have one parabola and one Morse curve. Surely the crossing must be found numerically.

**A.** A change of variable removes the difficulty. Put
\[
Y=1-e^{-\beta y},\qquad e^{-\beta y}=1-Y .
\]
This rises steadily with \(y\), from \(-\infty\) under compression to 1 at separation, so each bond length has one \(Y<1\). Then \(U_R=DY^2\) and \(U_P=D(1-Y)^2\), without any small-stretch approximation. The two free-energy surfaces are
\[
G_R=DY^2+\lambda_0X^2,
\]
\[
G_P=\Delta G^0+D(1-Y)^2+\lambda_0(1-X)^2 .
\]
Here \(\Delta G^0\) is the product plateau, at \(X=1\) and infinite separation, minus the reactant minimum. It excludes the entropy the fragments gain by wandering apart, because they have not done so at the crossing.

**Q.** Equal energies define a whole line of crossings. Which one counts?

**A.** The one of lowest free energy, for thermally activated classical nuclei. Subtract the surfaces, using \((1-Y)^2-Y^2=1-2Y\) and the same identity for \(X\):
\[
G_P-G_R=\Delta G^0+D(1-2Y)+\lambda_0(1-2X)=0 .
\]
To minimize \(G_R\) on this line, add \(\mu\) times the left side of the constraint to \(G_R\) and differentiate:
\[
2DY-2\mu D=0,\qquad 2\lambda_0X-2\mu\lambda_0=0 .
\]
Hence \(X=Y=\mu\). With \(\lambda=D+\lambda_0\), the constraint becomes \(\Delta G^0+\lambda(1-2\mu)=0\), so
\[
X^\ddagger=Y^\ddagger=\mu=\frac12\left(1+\frac{\Delta G^0}{\lambda}\right).
\]

**Q.** A stationary point need not be the lowest point.

**A.** Here it is. The constraint can be written \(DY+\lambda_0X=(\lambda+\Delta G^0)/2=\lambda\mu\). Expanding two squares on the crossing line gives
\[
\begin{aligned}
D(Y-\mu)^2+\lambda_0(X-\mu)^2
&=G_R-2\mu(DY+\lambda_0X)+\lambda\mu^2\\
&=G_R-\lambda\mu^2 .
\end{aligned}
\]
The left side is never negative and vanishes only at \(X=Y=\mu\). The lowest crossing therefore has \(G_R=\lambda\mu^2\). The reactant minimum is at zero, so
\[
\boxed{\Delta G^\ddagger=\frac{D+\lambda_0}{4}
\left(1+\frac{\Delta G^0}{D+\lambda_0}\right)^2}
\]
The intrinsic barrier is the value at \(\Delta G^0=0\):
\[
\Delta G_0^\ddagger=\frac{D+\lambda_0}{4}.
\]

**Q.** So "one quarter of the bond energy plus the solvent reorganization energy" means a quarter of the sum?

**A.** Yes. Both terms carry the quarter, because at zero driving force both coordinates go halfway and a quadratic cost at half displacement is a quarter of the full cost. For \(D=3.0\) eV and \(\lambda_0=0.4\) eV the barrier is \(3.40/4=0.85\) eV, or 82 kJ/mol. The other reading, \(D/4+\lambda_0\), would give 1.15 eV.

Two limits make the structure plain. As \(D\to0\), the intrinsic barrier becomes \(\lambda_0/4\), the Marcus result for transfer without bond breaking. As \(\lambda_0\to0\), the bond curves alone must cross: \(Y^2=(1-Y)^2\) gives \(Y=1/2\), at energy \(D/4\).

**Q.** Halfway in \(Y\) is not halfway to a broken bond. How long is the bond at the crossing?

**A.** Inverting the map gives
\[
y^\ddagger=-\frac{1}{\beta}\ln(1-Y^\ddagger),
\]
which is \(\ln2/\beta\) at zero driving force. For \(\beta=1.7\) Å⁻¹ that is 0.41 Å. The bond is clearly stretched but not separated.

I also searched for the lowest crossing directly in \(y\), without the map. The search covered 200 random parameter sets with \(D\) from 1 to 5 eV, \(\lambda_0\) from 0.2 to 2 eV, \(\beta\) from 1 to 2.5 Å⁻¹ and \(|\Delta G^0|\) up to \(0.9\lambda\). The largest difference from the barrier formula was \(1.8\times10^{-15}\) eV, which is rounding error.

**Q.** Does the formula hold for any driving force?

**A.** I restrict it to \(|\Delta G^0|<\lambda\), where \(0<Y^\ddagger<1\). At the exergonic end, \(\Delta G^0=-\lambda\), the crossing reaches the reactant minimum and the barrier vanishes.

The endergonic end is different. For \(\Delta G^0>\lambda\) the formula asks for \(Y^\ddagger>1\), which no bond length provides. To see what happens, solve the crossing condition for \(X\) at fixed \(Y\) and insert it in \(G_R\):
\[
E(Y)=DY^2+\frac{[\lambda_0+\Delta G^0+D(1-2Y)]^2}{4\lambda_0}.
\]
This is an upward parabola in \(Y\) with its minimum beyond 1, so \(E\) falls throughout the allowed range. There is no lowest crossing at finite stretch. The crossing energy approaches its lower limit as the bond separates: the model then favours breaking the bond first and transferring the electron afterwards, and the concerted picture has lost its transition state.

**Q.** Inside the range, how strongly does driving force help?

**A.** Differentiate the barrier:
\[
\alpha=\frac{\partial\Delta G^\ddagger}{\partial\Delta G^0}
=\frac12\left(1+\frac{\Delta G^0}{\lambda}\right)=Y^\ddagger .
\]
This symmetry factor is one half at zero driving force and falls as the reaction becomes more exergonic. With \(D\) and \(\lambda_0\) held at the values above, the barrier is 0.85, 0.62, 0.42, 0.27 and 0.14 eV for \(\Delta G^0=0,-0.5,-1.0,-1.5\) and \(-2.0\) eV. Each further half electronvolt buys less.

**Q.** A chemist changes the bond, not \(\Delta G^0\) by itself. What does a weaker bond do?

**A.** It acts twice. With the electron affinity of X, the solvation energies and the donor energy held fixed, \(\Delta G^0\) equals \(D\) plus a constant. Writing the barrier as \((\lambda+\Delta G^0)^2/(4\lambda)\), the derivative with respect to \(\lambda\) at fixed \(\Delta G^0\) is
\[
\frac{2(\lambda+\Delta G^0)\lambda-(\lambda+\Delta G^0)^2}{4\lambda^2}
=\frac14\left[1-\left(\frac{\Delta G^0}{\lambda}\right)^2\right].
\]
Adding the driving-force contribution gives
\[
\frac{d\Delta G^\ddagger}{dD}
=\frac14\left[1-\left(\frac{\Delta G^0}{\lambda}\right)^2\right]
+\frac12\left(1+\frac{\Delta G^0}{\lambda}\right).
\]
At \(\Delta G^0=-1.5\) eV and \(\lambda=3.4\) eV this is \(0.20+0.28=0.48\). Weakening the bond by 0.1 eV then lowers the barrier by about 0.05 eV, under those fixed conditions.

**Q.** Now work the resist case through. What is the barrier made of?

**A.** Use \(D=3.0\) eV, \(\lambda_0=0.4\) eV, \(\Delta G^0=-1.5\) eV and 296 K. The crossing is at
\[
Y^\ddagger=\frac12\left(1-\frac{1.5}{3.4}\right)=0.279,
\]
and the barrier is
\[
\Delta G^\ddagger=3.4\times0.2794^2=0.265\ \text{eV},
\]
or 25.6 kJ/mol. The bond pays \(DY^{\ddagger2}=0.234\) eV and the surroundings pay \(\lambda_0X^{\ddagger2}=0.031\) eV. Because \(X^\ddagger=Y^\ddagger\), the two shares stand in the ratio \(D:\lambda_0\) at any driving force in the range. The stretch is \(-\ln(0.7206)/1.7=0.19\) Å.

**Q.** A barrier is not a rate. Why should this particular crossing control the kinetics?

**A.** For weak electronic coupling \(H\), the classical-nuclei rate is \((2\pi/\hbar)H^2\) times the thermal density of crossings, \(\langle\delta(G_P-G_R)\rangle\). Write \(g(y)=\Delta G^0+U_P-U_R\). The solvent weight is \(\sqrt{\lambda_0/(\pi k_BT)}\,e^{-\lambda_0X^2/k_BT}\), and the delta function sets \(X=(\lambda_0+g)/(2\lambda_0)\) with a factor \(1/(2\lambda_0)\). The solvent average is therefore
\[
\frac{1}{\sqrt{4\pi\lambda_0k_BT}}
\exp\left[-\frac{(\lambda_0+g)^2}{4\lambda_0k_BT}\right].
\]
Multiplying by the bond's Boltzmann factor \(e^{-U_R/k_BT}\) puts \(E(Y)\), the crossing energy found above, in the exponent. At low temperature the integral over \(y\) is dominated by the lowest crossing. Its width and the bond normalization both scale as \(\sqrt T\) and cancel, leaving \(T^{-1/2}e^{-\Delta G^\ddagger/k_BT}\). Numerical integration at 29 and 31 K, with the factor \(T^{-1/2}\) removed, gives an activation energy of 0.2654 eV, equal to the barrier to the digits shown. Those temperatures test the classical mathematics; they do not describe a real cold film.

**Q.** What time scale does it suggest at room temperature?

**A.** If coupling is strong enough for each passage over the barrier to succeed, the bond frequency is a rough attempt frequency. Then
\[
k\sim(2.17\times10^{13}\ \text{s}^{-1})(3.02\times10^{-5})
\approx7\times10^8\ \text{s}^{-1},
\]
a time of about 1.5 ns. This applies to an electron already beside the bond; the time to get there is not included. It is a scale, not a prediction, since the corrections can move it by orders of magnitude.

**Q.** Start with coupling. If passage is that easy, the crossing is no longer sharp.

**A.** Take a constant \(H\). In the scaled coordinates \(\sqrt D\,Y\) and \(\sqrt{\lambda_0}\,X\), displacement perpendicular to the line \(X=Y\) adds equal energy to both surfaces, so the new saddle stays on that line. Let \(X=Y=\mu+\delta\). Since \(\lambda(2\mu-1)=\Delta G^0\), the mean of the two energies is \(\Delta G^\ddagger+\Delta G^0\delta+\lambda\delta^2\), and half their difference is \(\lambda\delta\). The lower surface is
\[
G_-=\Delta G^\ddagger+\Delta G^0\delta+\lambda\delta^2
-\sqrt{\lambda^2\delta^2+H^2}.
\]
Set \(r=\Delta G^0/\lambda\) and drop \(\lambda\delta^2\), which at the maximum found next is \(r^2H^2/[\lambda(1-r^2)]\), only about 0.0002 eV in the example below. The maximum is at \(\lambda\delta=rH/\sqrt{1-r^2}\), where the remaining terms lower the top by \(H\sqrt{1-r^2}\). The reactant minimum also falls, by about \(H^2/(\lambda+\Delta G^0)\), because the product surface lies \(\lambda+\Delta G^0\) above it. The net lowering is
\[
H\sqrt{1-r^2}-\frac{H^2}{\lambda+\Delta G^0}.
\]
For \(H=0.05\) eV this estimate is 0.0436 eV; finding the extrema of the lower surface numerically gives 0.0434 eV. This coupling is not yet strong enough for every passage to succeed: a Landau–Zener estimate with thermal bond velocities gives about one success in two. Nine in ten on a single passage needs \(H\approx0.11\) eV, where the estimated lowering is about 0.09 eV.

**Q.** And the nuclei? A bond vibration at room temperature is hardly classical.

**A.** Its quantum is 0.090 eV, about 3.5 times \(k_BT=0.0255\) eV. To size the error, keep the solvent classical and weak coupling, but replace the bond average by overlaps of Morse states \(v\) with states \(f\) on the repulsive curve:
\[
\sum_{v,f}p_v|\langle f|v\rangle|^2
\frac{\exp[-(\lambda_0+\Delta G^0+E_f-E_v)^2/(4\lambda_0k_BT)]}
{\sqrt{4\pi\lambda_0k_BT}} .
\]
Here \(p_v\) are thermal populations. With a reduced mass of 9 u, the result at 296 K is 10.8 times the classical one, equivalent to lowering the barrier by 0.061 eV at that temperature only. The ratio is 36 at 250 K and 4.7 at 350 K, so the activation energy near 296 K, with \(T^{-1/2}\) removed, is about 0.115 eV rather than \(0.265-0.061\) eV. The factor combines zero-point motion and tunnelling. At 2000 K, with all parameters held fixed, the ratio is 1.017, so the classical limit is recovered.

**Q.** You promised to relax the repulsion assumption.

**A.** Multiply the product repulsion by 0.8 or 1.2, keeping \(\Delta G^0\) fixed. The intrinsic barrier becomes 0.77 or 0.92 eV, and the resist barrier 0.17 or 0.35 eV. The quarter rule thus depends on equal repulsion, and a 20% mismatch matters more here than the chosen coupling.

**Q.** The product curve also has no attraction. Would chloride not be held by the radical it leaves?

**A.** It can be. Add an attractive term that gives a well of depth \(D_P\), with the same range parameter and repulsion:
\[
\begin{aligned}
U_P&=De^{-2\beta y}-2\sqrt{DD_P}\,e^{-\beta y}\\
&=\left(\sqrt D\,e^{-\beta y}-\sqrt{D_P}\right)^2-D_P .
\end{aligned}
\]
Set \(a=\sqrt D-\sqrt{D_P}\) and \(u=\sqrt D\,Y\). Since \(\sqrt D\,e^{-\beta y}=\sqrt D-u\), the bond energies are \(u^2\) and \((a-u)^2-D_P\). Writing \(u=aY'\) restores the earlier form with
\[
D\to(\sqrt D-\sqrt{D_P})^2,\qquad
\Delta G^0\to\Delta G^0-D_P ,
\]
where \(\Delta G^0\) still refers to separated fragments. For \(D_P=0.10\) eV, the effective bond term is \((1.732-0.316)^2=2.005\) eV, and
\[
\Delta G^\ddagger=\frac{2.405}{4}
\left(1-\frac{1.60}{2.405}\right)^2=0.067\ \text{eV}.
\]
Even \(D_P=0.05\) eV gives 0.118 eV. The Boltzmann factors rise by about 2400 and 320.

**Q.** How can a well of 0.10 eV remove 0.20 eV from the barrier?

**A.** The assumed attraction is much stronger at short distance than the well depth suggests. At the original crossing, \(e^{-\beta y}=0.7206\), so the added term is \(-2\sqrt{3.0\times0.10}\times0.7206=-0.79\) eV. A real ion–radical attraction need not follow this shape. The numbers show strong sensitivity to the product curve near the crossing; they do not establish the size of the effect in a film.

**Q.** Then how close is this to a real resist?

**A.** The setting is a chlorine-bearing chain-scission resist exposed by an electron beam. The well depth of 3 eV, which exceeds a measured dissociation energy by the zero-point energy lost on breaking the bond (0.045 eV for the model's single stretch, but about 0.2 eV in CH₃Cl, where bending modes are lost as well), represents a C–Cl bond weakened because neighbouring groups stabilize the carbon radical; ordinary alkyl C–Cl bonds are stronger, about 3.5 eV or more. The choice matters: with \(D=3.5\) eV and the other contributions to the driving force fixed, \(\Delta G^0\) becomes \(-1.0\) eV and the barrier \(2.9^2/(4\times3.9)=0.54\) eV. The reorganization energy of 0.4 eV and the driving force of \(-1.5\) eV are plausible rough choices; the driving force is especially uncertain, because it depends on the electron trap and on how well the polymer stabilizes chloride. A glassy film may also break the assumption of a fully responsive solvent. Halving \(\lambda_0\) to 0.2 eV at fixed \(\Delta G^0\) gives a barrier of 0.226 eV, although frozen surroundings would also stabilize chloride less and so change \(\Delta G^0\). If a tabulated driving force included 0.2 eV of separation entropy, removing it would raise the barrier to 0.324 eV. Among the corrections to the model's assumptions, as distinct from changes in its input energies, and at the sizes chosen here, the attraction between radical and chloride moves the barrier most; other sizes could change that order. Electrons that attach while still carrying excess kinetic energy need a different treatment, since this model assumes a thermalized electron.

**Q.** So what may I safely carry over to another compound?

**A.** Within the stated model, the intrinsic barrier of a quarter of \(D+\lambda_0\), and the quadratic dependence of the full barrier on driving force for \(|\Delta G^0|<\lambda\). For an absolute rate, first establish that the process is concerted, then determine the product curve near the crossing and the driving force. The reorganization energy, the electronic coupling and the quantum motion of the bond are needed as well. The numerical output lists the main values used here.

## Calculated quantities

```
Random parameter sets tested: 200
Largest barrier error, search vs formula: 1.8e-15 eV
Example inputs (rough typical values)
Bond well depth D: 3.00 eV
Solvent reorganization energy: 0.40 eV
Driving free energy dG: -1.50 eV
Morse exponent: 1.70 1/angstrom
Reduced mass: 9.0 u
Temperature: 296 K; kT: 0.02551 eV
Main results
D + lam0: 3.40 eV
Intrinsic barrier: 0.8500 eV
Intrinsic barrier: 82.01 kJ/mol
Stretch at zero driving force: 0.4077 angstrom
Barrier at example dG: 0.2654 eV
Barrier at example dG: 25.61 kJ/mol
Crossing coordinate (= symmetry factor): 0.2794
Stretch at crossing: 0.1928 angstrom
Bond part of barrier: 0.2342 eV
Solvent part of barrier: 0.0312 eV
Low-temperature activation energy: 0.2654 eV
Bond vibrational quantum: 0.0897 eV
Attempt frequency: 2.17e+13 1/s
Boltzmann factor: 3.02e-05
Rough rate scale: 6.6e+08 1/s; time: 1.5e-09 s
Driving-force series
dG 0.0 eV: barrier 0.8500 eV
dG -0.5 eV: barrier 0.6184 eV
dG -1.0 eV: barrier 0.4235 eV
dG -1.5 eV: barrier 0.2654 eV
dG -2.0 eV: barrier 0.1441 eV
Neglected effects
Cage attraction 0.05 eV: barrier 0.1183 eV, rate factor 3.2e+02
Cage attraction 0.10 eV: barrier 0.0673 eV, rate factor 2.4e+03
Repulsion x0.8: intrinsic 0.7685 eV, example 0.1741 eV
Repulsion x1.2: intrinsic 0.9197 eV, example 0.3480 eV
Coupling 0.05 eV lowers barrier by: 0.0434 eV
Coupling formula estimate: 0.0436 eV
Quantum/classical bond rate ratio at 296 K: 10.80
Equivalent barrier change: -0.0607 eV
Quantum/classical ratio at 2000 K: 1.017
Barrier with lam0 0.2 eV: 0.2258 eV
Barrier with dG raised 0.2 eV: 0.3243 eV
```
